\section*{Barrier Step Coverage in a Trench from One Thiele Modulus}

\section{A trench that barely depletes the gas}

A copper interconnect needs a barrier film on the walls of its trench, and the barrier is at risk where it is thinnest. Consider a long trench of width $w$ and depth $L$, lined by chemical vapour deposition. The depth coordinate $z$ runs from the mouth, $z=0$, to the floor, $z=L$. The precursor has number density $c(z)$, with $c(0)=c_0$, and diffuses with coefficient $D$. Each sidewall consumes $kc$ molecules per unit area and time, where $k$ is a velocity. The floor is taken as inert for now.

Suppose first that the walls consume so little that $c\approx c_0$ everywhere. Per unit length of trench, the two walls below depth $z$ consume $2kc_0(L-z)$. This must pass through an opening of width $w$, so the downward flux is
\begin{equation}
J(z)=\frac{2kc_0}{w}(L-z).
\end{equation}
Fick's law, $J=-D\,dc/dz$, then gives the density drop from mouth to floor:
\begin{equation}
c_0-c(L)=\frac1D\int_0^L J\,dz=\frac{2kc_0}{wD}\,\frac{L^2}{2}.
\end{equation}
Define the Thiele modulus
\begin{equation}
\phi=L\sqrt{\frac{2k}{wD}} .
\label{eq:phi}
\end{equation}
The relative drop is $\phi^2/2$. Film grows in proportion to $kc$, so the step coverage $S$, the thickness at the foot of the sidewall divided by that at its top, is
\begin{equation}
S\approx1-\frac{\phi^2}{2}\qquad(\phi\ll1).
\label{eq:small}
\end{equation}
The depth enters squared because a deeper trench has more wall to feed and a longer path along which to feed it.

For stronger depletion the result is
\begin{equation}
\frac{c(z)}{c_0}=\frac{\cosh[\phi(1-z/L)]}{\cosh\phi},\qquad S=\frac1{\cosh\phi}.
\label{eq:main}
\end{equation}
It is derived below in two ways. Both assume a steady state, uniform temperature, fixed width, a rate linear in $c$, and neither surface migration nor gas-phase reaction.

\section{First derivation: balance on a slice}

Let $c$ be the average over the width. In a slice between $z$ and $z+dz$, the inflow minus the outflow equals the consumption on two walls:
\begin{equation}
w[J(z)-J(z+dz)]=2kc\,dz .
\end{equation}
Dividing by $dz$ and inserting $J=-Dc'$ gives
\begin{equation}
wDc''=2kc,\qquad c''=q^2c,\qquad q=\sqrt{\frac{2k}{wD}}=\frac{\phi}{L}.
\label{eq:ode}
\end{equation}
This uses the average density in place of the density at the wall. The sideways flux grows linearly from zero at mid-width to $kc$ at the wall, so the density difference between these places is
\begin{equation}
\Delta c\approx\int_0^{w/2}\frac{kc}{D}\frac{2x}{w}\,dx=\frac{kw}{4D}\,c .
\end{equation}
The averaging therefore needs $kw/D\ll1$.

The general solution is $c=B\cosh[q(L-z)]+C\sinh[q(L-z)]$. Its slope at the floor is $-qC$, which must vanish for an inert floor, so $C=0$. The mouth condition gives $B=c_0/\cosh\phi$, and \eqref{eq:main} follows.

The mean sidewall thickness, relative to that at the mouth, is
\begin{equation}
\frac1L\int_0^L\frac{c}{c_0}\,dz=\frac{1}{L\cosh\phi}\,\frac{\sinh\phi}{q}=\frac{\tanh\phi}{\phi}.
\end{equation}
The mouth flux gives the same answer. It is $J(0)=Dqc_0\tanh\phi$, and $wJ(0)$ must equal $2kL$ times the mean density. The ratio is then $wDq\tanh\phi/(2kL)=\tanh\phi/(qL)$, because $wD/(2k)=1/q^2$.

For a strongly depleting trench, write the hyperbolic cosines as exponentials:
\begin{equation}
\frac{c}{c_0}=\frac{e^{-qz}+e^{-q(2L-z)}}{1+e^{-2\phi}} .
\end{equation}
The first term decays from the mouth; the second is its reflection from the inert floor. At $z=L$ they are equal, hence $S\approx2e^{-\phi}$ for $\phi\gg1$. This exponential law belongs to the diffusion model; it fails when molecules can fly a large part of the depth in one hop, as discussed below.

\section{Second derivation: the escape of one molecule}

Now follow single molecules. Divide the depth into $N$ steps of length $a=L/N$. In each time $\tau$ a molecule is consumed with probability $\varepsilon$; if it survives, it hops up or down with equal probability. To represent the reflecting floor, unfold the trench into a slot with sites $j=0,\dots,2N$, a mouth at each end and the floor at $j=N$.

Let $u_j$ be the probability that a molecule at site $j$ reaches a mouth unreacted. It must survive the present step and then escape from a neighbouring site:
\begin{equation}
u_j=\frac{1-\varepsilon}{2}(u_{j-1}+u_{j+1}),\qquad u_0=u_{2N}=1.
\label{eq:walk}
\end{equation}
The steady number $n_j$ of molecules at site $j$ obeys the same equation, because site $j$ is filled by survivors from its two neighbours, half of whom hop towards it. With both mouths held at $n_0$, the boundary values of $n_j/n_0$ are also 1. The solution is unique: the difference $d_j$ of two solutions vanishes at the ends, and at its largest magnitude $M$ the equation requires $M\le(1-\varepsilon)M$, so $M=0$. Therefore $n_j/n_0=u_j$. The relative density at the foot equals the probability that a molecule released there gets out.

Try $u_j=\cosh[(N-j)\theta]/\cosh(N\theta)$, which satisfies the end conditions. Since
\begin{equation}
\cosh[(m+1)\theta]+\cosh[(m-1)\theta]=2\cosh(m\theta)\cosh\theta ,
\end{equation}
equation \eqref{eq:walk} holds if $(1-\varepsilon)\cosh\theta=1$. Thus $S=u_N=1/\cosh(N\theta)$.

It remains to identify $N\theta$. A slice of width $w$ loses molecules at the rate $2kc$ per unit depth and holds $wc$, so $\varepsilon=2k\tau/w$. The mean-square displacement in time $\tau$ is $a^2=2D\tau$. For small steps $\varepsilon\to0$, and $\cosh\theta=1/(1-\varepsilon)$ becomes $1+\theta^2/2\approx1+\varepsilon$, or $\theta\approx\sqrt{2\varepsilon}$. Hence
\begin{equation}
N\theta\to\frac La\sqrt{\frac{4k\tau}{w}}=L\sqrt{\frac{4k}{w}\,\frac1{2D}}=\phi ,
\end{equation}
which recovers \eqref{eq:main}.

This route also settles the sign of the error in \eqref{eq:small}. Without reaction, the mean number of steps to a mouth obeys $m_j=1+(m_{j-1}+m_{j+1})/2$ with $m_0=m_{2N}=0$. Its solution is $m_j=j(2N-j)$, whose neighbour average is $m_j-1$ as required. From the floor, $m_N=N^2$. A path of $n$ steps survives with probability $(1-\varepsilon)^n\ge1-n\varepsilon$, so averaging over paths gives
\begin{equation}
S\ge1-\varepsilon N^2=1-\frac{2k\tau}{w}\frac{L^2}{2D\tau}=1-\frac{\phi^2}{2}.
\end{equation}
The weak-depletion estimate is a lower bound within this model.

\section{What the two derivations assume}

The slice balance assumes a local flux law. It does not need independent molecules: a nonlinear wall rate or a depth-dependent width can be put into the same balance, although the hyperbolic-cosine form is then lost. The escape argument needs independent molecules and hence a linear rate. In return, it shows what lies behind $D$: many hops, each short compared with $L$, with a finite mean-square length.

That last condition is delicate in a narrow trench, where molecules fly from wall to wall. Assume diffuse re-emission, with probability $\cos\vartheta\,d\Omega/\pi$ at angle $\vartheta$ from the wall normal. Let $\beta$ be the elevation of the flight towards the trench's long axis and $\alpha$ its angle from the normal within the cross-section. Then $\cos\vartheta=\cos\beta\cos\alpha$ and $d\Omega=\cos\beta\,d\beta\,d\alpha$. Integrating $\cos^2\beta$ over $\beta$ gives $\pi/2$, leaving $\tfrac12\cos\alpha\,d\alpha=\tfrac12d(\sin\alpha)$. With $\sin\alpha=z/\sqrt{w^2+z^2}$ for an axial hop $z$, the hop density is
\begin{equation}
p(z)=\frac{w^2}{2(w^2+z^2)^{3/2}} .
\end{equation}
Cut the hops off at $|z|=L$, set $u=z/w$ and $A=L/w$, and write $u^2=(1+u^2)-1$:
\begin{align}
\langle z^2\rangle&=w^2\int_0^A\left[\frac1{(1+u^2)^{1/2}}-\frac1{(1+u^2)^{3/2}}\right]du\nonumber\\
&=w^2\left[\operatorname{arsinh}A-\frac{A}{\sqrt{1+A^2}}\right].
\end{align}
This grows as $w^2\ln A$. With mean thermal speed $v$, each wall receives $cv/4$ molecules per unit area and time, so $wc$ molecules make $cv/2$ wall hits and the mean flight time is $2w/v$. Then $D=\langle z^2\rangle/(4w/v)$ grows as $(wv/4)\ln A$. A trench has no diffusivity independent of its depth in this regime.

A free-molecular calculation of an open, nonreactive slot tests this growth. If a fraction $T$ of entering molecules is transmitted, a long slot has $Tcv/4=Dc/L$, or $D/(wv)=AT/4$. Between $A=20$ and $80$, the slope of $AT/4$ against $\ln A$ is 0.253. This is close to the predicted $1/4$, but part of the rise comes from the open ends, which are allowed for below.

For trenches with $A$ near 5 a constant closure is still useful. A long round tube of diameter $d$ has free-molecular diffusivity $dv/3$. Replacing $d$ by the hydraulic diameter, four times the area divided by the perimeter, gives $2w$ and
\begin{equation}
D=\frac{2wv}{3}.
\end{equation}
This replacement is an approximation. To compare it with the slot calculation at moderate $A$, the open ends must be allowed for. In a nearly isotropic gas of density $c'$ with net flux $J$, the one-way fluxes are $c'v/4\pm J/2$. At the entrance the forward flux is the supply $cv/4$, and at the exit the backward flux is zero. With $J=Tcv/4$ the densities just inside the two ends are therefore $c(1-T/2)$ and $cT/2$, which differ by $c(1-T)$. Fick's law then gives $D/(wv)=AT/[4(1-T)]$, which tends to the earlier $AT/4$ for a long slot. Between $A=20$ and 80 the corrected value rises with a slope of only 0.20 against $\ln A$, so the limiting slope of $1/4$ is not yet reached at these depths. At $A=5$ this corrected value is about 0.69, against the closure's 0.67; at $A=20$ it is about 0.91, and the closure is then too low.

If a molecule striking the wall reacts with small probability $s$, then $k=sv/4$. Inserting both coefficients in \eqref{eq:phi},
\begin{equation}
\phi^2=\frac{2L^2}{w}\,\frac{sv}{4}\,\frac{3}{2wv}=\frac34sA^2,\qquad
\phi=A\sqrt{\frac{3s}{4}} .
\label{eq:sticking}
\end{equation}
The speed cancels. In this model temperature affects coverage through $s$, and pressure has no effect while the rate stays linear and gas collisions remain rare.

This closure serves only for moderate $A$ and $\phi$ of order one or less. A fraction $\sqrt{1+A^2}-A\approx1/(2A)$ of the entering molecules flies straight to the floor, and this falls only as a power of the depth, so the free-molecular coverage cannot fall exponentially. With $s=0.02$ and an inert floor, free-molecular transport gives coverages of 0.586, 0.273 and 0.057 at $A=10$, 20 and 50, where $1/\cosh\phi$ is 0.541, 0.171 and 0.0044.

\section{The floor and the open field}

A reactive floor requires $-Dc'(L)=kc(L)$. Write $c=B\cosh[q(L-z)+\delta]$. The condition becomes $Dq\sinh\delta=k\cosh\delta$, and since $k/D=q^2w/2$,
\begin{equation}
\tanh\delta=\frac{k}{Dq}=\frac{qw}{2}=\frac{\phi}{2A},\qquad
S_{\rm floor}=\frac{\cosh\delta}{\cosh(\phi+\delta)} .
\end{equation}
For small $\delta$ the floor acts as an extra depth $\delta/q\approx w/2$: its area equals that of two wall strips of height $w/2$. Coverage now depends on $A$ as well as $\phi$.

The mouth density also lies below the field density $c_f$. For a nearly isotropic gas carrying net inward flux $J$, the one-way inward flux is $c_0v/4+J/2$. Equating it to the supply $c_fv/4$, with $J=(D/L)\phi\tanh(\phi+\delta)c_0$, gives
\begin{equation}
\frac{c_0}{c_f}=\left[1+\frac{2D}{vL}\,\phi\tanh(\phi+\delta)\right]^{-1}.
\end{equation}
Coverage relative to the flat field is therefore lower than coverage relative to the top of the sidewall.

\section{A 40 nm trench}

Take $w=40$ nm, $L=200$ nm and a titanium-nitride-type film grown from tetrakis(dimethylamido)titanium at 623 K, with $s=0.02$. Then $A=5$ and
\begin{equation}
\phi=5\sqrt{0.75\times0.02}=0.612,\qquad S=\frac1{\cosh0.612}=0.838 .
\end{equation}
The bound \eqref{eq:small} gives 0.813. At half depth $c/c_0=0.878$, so most of the drop lies in the upper half, where the flux is largest. In this diffusion model the mean sidewall thickness is 0.891 of the mouth value.

The thermal speed is 243 m/s, giving $D=0.0647$ cm$^2$/s and $k=121$ cm/s. The ratio $kw/D$ is 0.0075, so within the diffusion model the density varies across the width by about 0.2\%. A two-dimensional solution of the diffusion problem was averaged over the width and compared with the profiles for inert and reactive floors at $(A,s)=(5,0.02)$, $(10,0.005)$ and $(20,0.02)$. The largest difference was $2.7\times10^{-4}$ of $c_0$.

A foot thickness of 2.5 nm needs $2.5/0.838=2.98$ nm at the mouth. The growth rate there is $kc_0/n_{\rm film}$ if each reacted molecule leaves one metal atom and $n_{\rm film}$ is the density of these atoms. For 1 mTorr of precursor at the mouth and $n_{\rm film}=3\times10^{22}$ cm$^{-3}$ it is 0.627 nm/s, so deposition takes $2.98/0.627=4.8$ s. The diffusion time $L^2/D$ is 6 ns, which supports the steady-state treatment of the gas. At a total pressure of 1 Torr, with a collision diameter of 0.7 nm, the mean free path in a gas of like molecules is about 30 $\mu$m, some 740 trench widths. A heavy precursor in a light carrier gas has a shorter one, about 5.5 $\mu$m in helium for the same collision diameter, which is still more than 100 widths.

For 90\% coverage, $\phi=\operatorname{arcosh}(1/0.9)=0.467$, and \eqref{eq:sticking} gives $A=0.467/\sqrt{0.015}=3.8$. This limit holds for $s=0.02$, an inert floor, fixed width and the constant closure for $D$; a reactive floor lowers it to 3.35. Free-molecular transport, with foot and top averaged over strips of height $w/10$, puts it at about 3.6 for an inert floor and 3.0 for a reactive one.

\section{How far the neglected effects move the result}

With a reactive floor, $\delta=0.061$ and the coverage falls from 0.838 to 0.811. The mouth density is 0.913 of the field value, so the foot receives $0.913\times0.811=0.740$ of the field flux. A free-molecular calculation with diffuse re-emission, which uses no diffusivity, gives 0.737. Its ratio of foot to top of the sidewall, each averaged over a strip 4 nm high, is 0.803.

The same calculation shows how well one modulus serves. With $sA^2$, and hence $\phi$, held fixed and the floor as reactive as the walls, the coverage is 0.803, 0.840 and 0.866 for $A=5$, 10 and 20. The floor matters less in deeper trenches, but that cannot lift the coverage above the inert-floor value of 0.838. The growing slot diffusivity can. The open slot at $A=20$, corrected for its ends as before, has $D/(wv)\approx0.91$ (0.911 with five strips per width, 0.909 when converged), which lowers the modulus to $0.612\sqrt{0.667/0.91}=0.524$. With the floor included this gives a coverage of about 0.87, close to the value found.

Growth also narrows the trench. The slice balance becomes $(wDc')'=2kc$ with local $w$ and $D=2wv/3$. Following it while 2.98 nm grows at the mouth, with an inert floor and fixed mouth density, gives a coverage of 0.817 and a foot thickness of 2.44 nm, short of the required 2.5 nm.

Partial occupation of surface sites acts the other way. Let the rate be $kc/(1+bc/c_0)$. For weak depletion the consumption, and so the density drop, is reduced by $1+b$. The relative change of rate per relative change of density is also $1/(1+b)$ near the mouth. Hence
\begin{equation}
1-S\approx\frac{\phi^2}{2(1+b)^2}.
\end{equation}
For $b=0.2$ and unchanged $k$ this gives $S\approx0.87$; the numerical solution gives 0.880.

The trench size and a barrier of a few nanometres are in the range of copper interconnects, though the narrowest lines are well below 40 nm. The sticking probability, pressures, collision diameter and film density are rough chosen values. The film density stands for a low-density film; crystalline TiN has about $5.2\times10^{22}$ Ti atoms per cm$^3$, which would lengthen the deposition time in proportion. The sticking probability is especially uncertain, since it depends on temperature and on the state of the surface, and it is the only one of these values that enters the coverage of the basic model. Real deposition breaks the assumptions of fixed width, inert floor and strictly linear rate; taken singly, for the values used here, these move the coverage from 0.838 to 0.817, 0.811 and 0.880. The shifts are separate estimates and do not add up to a process prediction. Self-limiting atomic layer deposition lies outside the model: once every site has reacted, the thickness added per cycle no longer follows the local precursor density. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
trench width, depth: 40, 200 nm
aspect ratio: 5.00
temperature: 623 K
precursor molar mass: 224.2 g/mol
sticking probability: 0.020
precursor pressure at mouth: 1.0 mTorr
total pressure: 1.0 Torr
collision diameter: 0.7 nm
film metal-atom density: 3.0e+22 cm^-3
mean thermal speed: 242.6 m/s
Knudsen diffusivity: 0.0647 cm^2/s
wall reaction velocity: 121.3 cm/s
transverse ratio k*w/D: 0.0075
Thiele modulus: 0.6124
c/c0 at z/L=0.25: 0.9279
c/c0 at z/L=0.50: 0.8775
c/c0 at z/L=0.75: 0.8478
step coverage, basic model: 0.8379
small-modulus estimate 1-phi^2/2: 0.8125
mean sidewall/mouth thickness: 0.8913
required foot thickness: 2.50 nm
required mouth thickness: 2.984 nm
mouth growth rate: 0.6266 nm/s
deposition time: 4.76 s
target coverage: 0.90
modulus at target: 0.4671
greatest aspect ratio at target: 3.814
largest profile error in 2D tests: 2.74e-04
floor shift delta: 0.0613
coverage with reactive floor: 0.8108
mouth/field density, diffusion model: 0.9125
foot/field flux, diffusion model: 0.7399
foot/field flux, free molecular: 0.7367
foot/top coverage, free molecular: 0.8030
same modulus, A=5, s=0.02000: free-molecular coverage 0.8030
same modulus, A=10, s=0.00500: free-molecular coverage 0.8402
same modulus, A=20, s=0.00125: free-molecular coverage 0.8663
open slot A=5: transmission 0.3571, D/(w*v) 0.6944
open slot A=20: transmission 0.1542, D/(w*v) 0.9113
open slot A=80: transmission 0.0561, D/(w*v) 1.1885
slope of A*transmission/4 against ln A: 0.2532
coverage with narrowing: 0.8167
foot thickness with narrowing: 2.437 nm
site saturation parameter b: 0.20
coverage with site saturation: 0.8800
mean free path: 29.64 um
Knudsen number: 741
diffusion time L^2/D: 6.18 ns
\end{verbatim}
